Most probable detachment force of a single bond under steady loading, part 1

(Sections cited here and not found follow in the second part.)

## First half: the force at which the density turns over

### A particle on a wafer, pulled by a soft probe

After polishing, a colloidal silica particle remains near an oxidised wafer in water, held by one bridging polymer chain. A soft probe is attached to the particle and withdrawn at constant speed, so that the pull on the chain's weakest attachment grows steadily until the attachment gives way. The force at that moment is recorded, and the experiment is repeated with a fresh particle. The recorded forces differ from one run to the next, and their most frequent value changes when the probe is withdrawn faster. What, then, is the strength of the bond?

The spread has a thermal origin. The bond sits in an energy well and is shaken by the surrounding water. Even with no pull it would eventually escape. A pull makes escape faster, and a ramp sets up a contest between the growing escape rate and the time available at each force. The most probable detachment force records the outcome of that contest.

Let F be the tensile force carried by the bond, counted positive when it pulls the bond apart. The ramp starts at time t = 0 with the bond intact and unloaded:

F = r t, with r > 0 constant. (1)

Here r is the loading rate, in pN/s. The thermal energy is written kT, used as one symbol; the detachment rate is written k(F), always with its argument, or k0 at zero force. "Most probable force" means the force F* at which the probability density per unit force has its maximum.

### How a pull changes the escape rate

Let s be the bond's extension along the pull and U(s) its energy without load. A constant pull F does work F s, so the energy under load is

U_F(s) = U(s) − F s. (2)

The bound state lies at a minimum s_w and the barrier top at a maximum s_b > s_w. At both points the slope of U_F vanishes, that is, U′(s) = F. The barrier height is

ΔG(F) = U(s_b) − U(s_w) − F (s_b − s_w).

Both positions can move when F changes. Differentiating with this included gives

dΔG/dF = [U′(s_b) − F] ds_b/dF − [U′(s_w) − F] ds_w/dF − (s_b − s_w).

The two brackets are zero, and so

dΔG/dF = −x(F), x(F) = s_b − s_w. (3)

The barrier falls at a rate equal to the distance from the well to the barrier top. The minus sign says that pulling towards the barrier helps escape.

To turn a barrier height into a rate, take motion along s to be overdamped diffusion with diffusion constant D, as is reasonable for a small attachment moving in water. For a probability density w(s), the flux towards larger s is

J = −D [dw/ds + (w/kT) dU_F/ds]
= −D exp(−U_F/kT) d/ds [w exp(U_F/kT)].

The second line follows from the product rule. If the barrier is many kT high, escape is slow compared with relaxation in the well, and J is nearly constant across the barrier. Let c be a point well beyond the barrier, where escaped bonds are removed, so that w(c) = 0. Multiply by exp(U_F/kT)/D and integrate from s_w to c:

(J/D) ∫ exp(U_F/kT) ds = w(s_w) exp[U_F(s_w)/kT].

Inside the well the density is close to equilibrium, so w(s) exp[U_F(s)/kT] has the same value throughout. The bound population N is therefore

N = w(s_w) exp[U_F(s_w)/kT] ∫_well exp(−U_F/kT) ds.

The escape rate is the flux per bound member, J/N:

k(F) = D / [∫_well exp(−U_F/kT) ds · ∫_barrier exp(U_F/kT) ds]. (4)

For a high barrier each integral comes from a narrow region. The first is exp[−U_F(s_w)/kT] times a width ℓ_w, and the second is exp[U_F(s_b)/kT] times a width ℓ_b. Hence

k(F) = ν exp[−ΔG(F)/kT], ν = D/(ℓ_w ℓ_b). (5)

The prefactor ν is called the attempt rate. Bell's model now makes two simplifications: x(F) keeps its zero-force value x, and ν does not depend on force. Integrating (3) then gives ΔG(F) = ΔG − F x, where ΔG without an argument is the zero-force height. Equation (5) becomes

k(F) = k0 exp(F/f), k0 = ν exp(−ΔG/kT), f = kT/x. (6)

The force scale f is the pull that multiplies the detachment rate by e. A long distance x makes f small, because the pull then does more work on the way to the barrier top.

Equation (6) is an approximation for any smooth energy well, since the minimum and the maximum approach each other under load. The second half measures what this costs. A separate requirement is that the ramp must be slow enough for the well to stay in equilibrium while the force changes by f.

### The first derivation

Let S(F) be the probability that the bond is still intact when the force has reached F. Detachment is taken to be irreversible, and its rate to depend on the present force alone, so that the earlier history of the pull does not matter. During a short time dt, an intact bond breaks with probability k(F) dt. Thus

dS/dt = −k(F) S.

Since dF = r dt, the same statement in terms of force is

dS/dF = −[k(F)/r] S. (7)

The probability of detachment between F and F + dF is the loss of S over that interval, which defines the density

p(F) = −dS/dF = [k(F)/r] S(F). (8)

One factor rises with force and the other falls. The bond becomes easier to break, but fewer bonds remain to be broken. To find where the two trends balance, differentiate (8) and use (7) for the derivative of S:

dp/dF = (1/r)(dk/dF) S + (k/r)(dS/dF)
= (1/r)(dk/dF) S − (k²/r²) S
= (k S/r) [d ln k/dF − k/r]. (9)

The factor outside the bracket is positive. An interior maximum therefore requires

d ln k/dF = k(F)/r. (10)

So far the form of k(F) has not been used beyond its smoothness, and (7) has not been solved. With Bell's rate (6), d ln k/dF = 1/f at every force, and (10) becomes

k(F*) = r/f. (11)

Insert (6), multiply by 1/k0 and take the logarithm:

exp(F*/f) = r/(k0 f),

F* = f ln(r/r0), r0 = k0 f. (12)

This is the Bell–Evans result. In full,

F* = (kT/x) ln[r x/(k0 kT)].

It remains to show that the stationary point is a maximum, and to find when it exists. With Bell's rate the bracket in (9) is 1/f − k(F)/r. Since k(F) rises steadily, this bracket changes sign at most once, from positive to negative. If r > r0, it is positive at F = 0, because k0/r < 1/f. The density then rises to F* and falls afterwards, so the maximum is unique. If r ≤ r0, the bracket is zero or negative at F = 0 and negative for all F > 0. The density falls from the start, and the most probable force is zero. The complete statement is

F* = f ln(r/r0) for r > r0; F* = 0 for r ≤ r0. (13)

The logarithm must not be continued below r0, where it would give a negative force that the ramp never visits.

### What the balance means

Equation (11) can be read as an equality of two times. The mean lifetime of a bond held at the constant force F* would be 1/k(F*). The time in which the ramp raises the force by f, and so multiplies the detachment rate by e, is f/r. At the most probable force the two are equal. Well below F*, the rate grows by a factor e before many bonds have broken. Well above it, a bond is likely to break before the rate has grown appreciably.

This explains the logarithm. If r is multiplied by ten, the available time f/r shrinks tenfold, and the balance needs a detachment rate ten times larger. Since the rate is exponential in force, this takes a fixed extra force:

F*(10 r) − F*(r) = f ln 10, (14)

provided both rates lie above r0. The increment does not contain k0. A less stable bond, with larger k0 but the same x and temperature, has a lower line of F* against ln r with the same slope.

The distance x enters twice, through f and through r0. At fixed k0, r and temperature, differentiating (12) gives

dF*/dx = (kT/x²) [1 − ln(r/r0)].

A longer distance to the barrier lowers F* when r > e r0. In the narrow range r0 < r < e r0 it raises F*, because the increase of the logarithm then outweighs the decrease of f.

To see how many bonds survive to the peak, solve (7). Dividing by S and integrating from zero force, where S = 1,

ln S(F) = −(k0/r) ∫₀^F exp(q/f) dq
= −(r0/r) [exp(F/f) − 1]. (15)

At the peak exp(F*/f) = r/r0, and therefore

S(F*) = exp(−1 + r0/r). (16)

For r much larger than r0 this approaches 1/e, about 37 per cent. At such loading rates most bonds have already broken when the most probable force is reached. The height of the peak follows from (8) and (11):

p(F*) = [k(F*)/r] S(F*) = S(F*)/f. (17)

The choice of horizontal axis matters. If forces are collected in equal intervals of ln F, the plotted density is F p(F). Its logarithm has the slope 1/F + 1/f − k(F)/r, which equals 1/F* > 0 at F*. That density peaks at a higher force. Equation (12) belongs to equal intervals of F.

### Numbers for the particle

Take T = 298.15 K, x = 0.30 nm and k0 = 0.10 /s. These are round, rough values for measurements on single weak bonds and are not assigned to a particular polymer. The thermal energy is 4.1164 pN nm, so that

f = 4.1164 pN nm / 0.30 nm = 13.72 pN,

r0 = 0.10 /s × 13.72 pN = 1.372 pN/s.

For the main case, r = 1 × 10⁴ pN/s. Then r/r0 = 7288 and ln(r/r0) = 8.894, which gives

F* = 13.72 pN × 8.894 = 122 pN.

The force reaches this value after 12.2 ms, whereas the mean lifetime at zero force is 10 s. At F* the detachment rate is

r/f = 10⁴ / 13.72 = 729 /s,

and the corresponding lifetime is about 1.4 ms. The surviving fraction is 0.368, and the density at the peak is 0.368/13.72 = 0.0268 per pN.

At loading rates of 10², 10³, 10⁴ and 10⁵ pN/s, the most probable forces are 58.8, 90.4, 122.0 and 153.6 pN. Each step is f ln 10 = 31.6 pN. These values were found by maximising k(F)S(F)/r numerically, with S obtained from a numerical integral of the rate, and they agree with (12) to within 0.001 pN. At r = r0/2 the density computed in the same way fell at every step of a force grid from zero to 5f, as (13) requires.

The assumption of equilibrium in the well can also be sized. Let the attempt rate be 1 × 10⁸ /s, and let the well and the barrier top be equally curved parabolas, so that ℓ_w = ℓ_b = ℓ and ν = D/ℓ². For a well of curvature κ, the Gaussian integral gives ℓ² = 2π kT/κ, while overdamped relaxation takes a time kT/(D κ) = ℓ²/(2πD) = 1/(2πν). This is about 2 ns, far shorter than f/r = 1.4 ms. The well has ample time to follow the ramp.

## Second half: the same force from a random threshold

### Symbols and results carried over

The force on the bond is F = r t, with constant loading rate r. Bell's detachment rate is k(F) = k0 exp(F/f), where f = kT/x, x is the distance from the well to the barrier top, and k0 is the zero-force rate. The threshold loading rate is r0 = k0 f. The probability of being intact at force F is S(F), and p(F) = −dS/dF. The first derivation gave the general condition d ln k/dF = k/r, and with Bell's rate F* = f ln(r/r0) for r > r0. The example has f = 13.72 pN, r0 = 1.372 pN/s, r = 10⁴ pN/s and F* = 122 pN.

### The second derivation

The first derivation followed the density locally, from one force to the next. The second assigns each bond a random threshold and asks at what force the ramp reaches it.

Divide the ramp into short intervals δt. The probability of surviving all of them is the product of the factors 1 − k δt. As δt tends to zero, the logarithm of each factor tends to −k δt, and the product becomes exp(−H), where

H = ∫₀^t k dt′ = (1/r) ∫₀^F k(q) dq (18)

is the accumulated hazard. It has no unit, and it rises steadily and without bound as the ramp proceeds.

Let ε be the value of H at which a given bond breaks. The bond has ε > h precisely when it survives until H = h, which has probability exp(−h). Hence ε is a random number with

Prob(ε > h) = exp(−h), density exp(−ε) for ε ≥ 0. (19)

Neither the bond's parameters nor the loading rate appears in (19). They enter only when ε is converted into a force. For Bell's rate, the integral in (18) gives

ε = a [exp(F/f) − 1], a = r0/r, (20)

and solving for F,

F = f ln(1 + ε/a). (21)

Every detachment force is thus a unit exponential random number passed through a logarithm. The logarithm is the inverse of Bell's exponential.

The most probable ε is zero, yet the most probable force generally is not. The reason is that equal intervals of force do not correspond to equal intervals of ε. Conservation of probability requires p(F) dF = exp(−ε) dε. From (20),

dε/dF = (a/f) exp(F/f) = (ε + a)/f,

where the last step uses a exp(F/f) = ε + a. Therefore

p = (1/f)(ε + a) exp(−ε). (22)

Because F rises steadily with ε, the maximum of p can be sought along ε:

dp/dε = (1/f)(1 − a − ε) exp(−ε).

For a < 1 the derivative changes from positive to negative at ε* = 1 − a. Inserting this in (21),

F* = f ln[1 + (1 − a)/a] = f ln(1/a) = f ln(r/r0). (23)

For a ≥ 1 the derivative is negative for all ε > 0, so the maximum lies at ε = 0, which means F = 0. Both branches of the first result are recovered.

Both derivations give the same most probable force for Bell's rate: F* = f ln(r/r0) for r > r0, and zero otherwise. What remains is to find the median, mean and width of the force distribution, compare what the two derivations assume, and examine corrections for a narrowing barrier, probe stiffness, rebinding and the real particle.
